# Three matched Bessel functions: the pseudization quadratic for silicon 3s

## Problem

An all-electron radial orbital $u(r)=rR_{nl}(r)$ is to be replaced inside a matching radius $r_c$ by a smooth pseudo-orbital

$$u_{ps}(r)=\sum_{i=1}^{3}a_i f_i(r),\qquad f_i(r)=r\,j_l(q_i r),$$

where $j_l$ is a spherical Bessel function. The $q_i$ are the three lowest positive wavevectors for which $f_i$ has the same logarithmic derivative at $r_c$ as $u$. Outside $r_c$ the two orbitals coincide. The value, slope and curvature must be continuous at $r_c$, and the norm inside $r_c$ must be preserved.

Hartree atomic units are used, with lengths in bohr. The orbital has energy $\varepsilon$ in a local potential $V(r)$, and its sign is chosen so that $u(r_c)>0$. Define

$$L=\frac{u'(r_c)}{u(r_c)},\qquad k^2=2[\varepsilon-V(r_c)],\qquad R=\frac{1}{u(r_c)^2}\int_0^{r_c}u^2\,dr .$$

Here $k^2$ may have either sign.

**(a)** Show that the conditions reduce to one quadratic equation.

**(b)** When are its roots real?

**(c)** Solve it for silicon 3s at $r_c=1.9$ bohr.

**(d)** Can either solution be inverted to give a regular local pseudopotential?

The data for (c) come from a self-consistent calculation of the neutral atom $1s^22s^22p^63s^23p^2$. It uses the nonrelativistic, spin-unpolarized, spherical local-density approximation with Slater exchange and VWN correlation. Relativity, spin polarization and the nonspherical density are left out. At $r_c=1.9$ bohr,

$$\varepsilon=-0.39814,\quad V(r_c)=-0.83164,\quad u(r_c)=0.73113,\quad L=-0.12076,\quad \int_0^{r_c}u^2dr=0.42577 .$$

The digits are kept so that the arithmetic can be followed; they do not measure the accuracy of the model.

## Hints

1. Scale each function by its value at $r_c$. Value matching then becomes a sum rule for the coefficients.
2. Both $u$ and $f_i$ obey second-order radial equations. Use these to replace second derivatives.
3. Differentiate $f_if_j'-f_i'f_j$ to find the overlap of two different functions.
4. For the norm of one function, ask how its logarithmic derivative changes with $q^2$.
5. For (d), look at the sign of $u_{ps}$ near the origin.

## Full solution

### The wavevectors

The Bessel equation gives

$$f''=\left[\frac{l(l+1)}{r^2}-q^2\right]f. \tag{1}$$

Let $\Lambda(q)=f'(r_c)/f(r_c)$ and $g=\partial f/\partial(q^2)$. Differentiating (1) with respect to $q^2$ gives $g''=[l(l+1)/r^2-q^2]g-f$. Therefore

$$(fg'-f'g)'=fg''-f''g=-f^2 .$$

Both $f$ and $g$ vanish at least as fast as $r^{l+1}$ at the origin, so the lower boundary term is zero. Integration and division by $f(r_c)^2$ yield

$$\frac{d\Lambda}{d(q^2)}=\frac{fg'-f'g}{f^2}\bigg|_{r_c}=-\frac{1}{f(r_c)^2}\int_0^{r_c}f^2\,dr<0. \tag{2}$$

Thus $\Lambda$ falls steadily between the zeros of $j_l(qr_c)$, where it has poles. After the first zero, each branch runs from $+\infty$ to $-\infty$ and contains one solution of $\Lambda=L$. The first branch starts at $(l+1)/r_c$, because $f\propto r^{l+1}$ as $q\to0$. It contains a solution if $L<(l+1)/r_c$. Otherwise the three lowest solutions come from the next branches, and the algebra below is unchanged.

### Value, slope and curvature

Write $a_i=b_i\,u(r_c)/f_i(r_c)$, so that

$$u_{ps}(r)=u(r_c)\sum_i b_i\frac{f_i(r)}{f_i(r_c)} .$$

Value matching requires

$$b_1+b_2+b_3=1. \tag{3}$$

The slope at $r_c$ is then $u(r_c)\sum_i b_iL=u(r_c)L=u'(r_c)$. Slope matching is a further condition, but the choice of $q_i$ has already met it.

The radial Schrödinger equation for $u$ is

$$u''=\left[\frac{l(l+1)}{r^2}+2(V-\varepsilon)\right]u .$$

At $r_c$ the bracket is $l(l+1)/r_c^2-k^2$. By (1) and (3),

$$u_{ps}''(r_c)=u(r_c)\left[\frac{l(l+1)}{r_c^2}-\sum_i b_iq_i^2\right].$$

Equality of the second derivatives gives

$$\sum_i b_iq_i^2=k^2. \tag{4}$$

Physically, this makes the screened pseudopotential join $V$ continuously at $r_c$, since the second derivative fixes the potential once the value is fixed.

### The norm is a sum of squares

For $i\ne j$, equation (1) gives

$$(f_if_j'-f_i'f_j)'=f_if_j''-f_i''f_j=(q_i^2-q_j^2)f_if_j .$$

After integration, the term at the origin vanishes. The term at $r_c$ is $f_i(r_c)f_j(r_c)(L-L)=0$. The functions are therefore orthogonal on $(0,r_c)$, and the norm condition, divided by $u(r_c)^2$, is

$$\sum_iN_ib_i^2=R,\qquad N_i=\frac{1}{f_i(r_c)^2}\int_0^{r_c}f_i^2\,dr. \tag{5}$$

Equation (2) says $N=-d\Lambda/d(q^2)$. To evaluate it, set $x=qr_c$, $F(x)=xj_l(x)$ and $\lambda(x)=xF'(x)/F(x)=r_c\Lambda$. With $F''=[l(l+1)/x^2-1]F$,

$$x\frac{d\lambda}{dx}=x\frac{F'}{F}+x^2\frac{F''}{F}-x^2\frac{F'^2}{F^2}=\lambda+l(l+1)-x^2-\lambda^2 .$$

At fixed $r_c$, $d/d(q^2)=(x/2q^2)\,d/dx$. Hence

$$N=-\frac{1}{r_c}\frac{1}{2q^2}\,x\frac{d\lambda}{dx}=\frac{x^2+\lambda^2-l(l+1)-\lambda}{2q^2r_c}.$$

Inserting $x=q_ir_c$ and $\lambda=Lr_c$ gives

$$N_i=\frac{r_c\left[q_i^2+L^2-l(l+1)/r_c^2\right]-L}{2q_i^2}. \tag{6}$$

### (a) Elimination

Let $t=b_3$. From (3), $b_1=1-b_2-t$. Substitution into (4) gives

$$b_2(q_2^2-q_1^2)=k^2-q_1^2-t(q_3^2-q_1^2).$$

With

$$\beta=\frac{k^2-q_1^2}{q_2^2-q_1^2},\qquad \gamma=\frac{q_3^2-q_1^2}{q_2^2-q_1^2},$$

this becomes

$$b_2=\beta-\gamma t,\qquad b_1=1-\beta+(\gamma-1)t. \tag{7}$$

Inserting (7) into (5) and collecting powers of $t$ gives

$$At^2+Bt+C=0, \tag{8}$$

$$\begin{aligned}
A&=N_1(\gamma-1)^2+N_2\gamma^2+N_3,\\
B&=2[N_1(1-\beta)(\gamma-1)-N_2\beta\gamma],\\
C&=N_1(1-\beta)^2+N_2\beta^2-R .
\end{aligned}$$

### (b) Real roots

The left side of (5), as a function of $t$, is the upward parabola $At^2+Bt+C+R$, because $A>0$. Its minimum is at $t=-B/(2A)$ and equals

$$R_{min}=C+R-\frac{B^2}{4A}.$$

Real roots exist if and only if $R\ge R_{min}$, with a double root at equality. A smaller norm cannot be reached with these three functions while the value and curvature conditions (3) and (4) hold. With the $q_i$ fixed by the logarithmic-derivative rule, no continuous parameter remains: at most two solutions exist, and no further property of $u_{ps}$, such as its smoothness, can be optimized.

### (c) Silicon 3s at 1.9 bohr

The data give

$$k^2=2(-0.39814+0.83164)=0.8670,\qquad R=\frac{0.42577}{0.73113^2}=0.7965 .$$

For $l=0$, $f=\sin(qr)/q$, and the matching condition is $q\cot(qr_c)=L$. Its three lowest solutions and their norms are:

| $i$ | $q_i$ (bohr$^{-1}$) | $q_i^2$ (bohr$^{-2}$) | $N_i$ (bohr) |
|---|---:|---:|---:|
| 1 | 0.89716 | 0.80489 | 1.04223 |
| 2 | 2.50555 | 6.27779 | 0.96183 |
| 3 | 4.14899 | 17.21411 | 0.95431 |

For example, (6) gives $N_1=[1.9(0.80489+0.01458)+0.12076]/1.60978=1.0422$.

The elimination parameters are

$$\beta=\frac{0.86700-0.80489}{5.47290}=0.01135,\qquad \gamma=\frac{16.40922}{5.47290}=2.99827 .$$

The coefficients follow:

$$\begin{aligned}
A&=4.1617+8.6464+0.9543=13.7624,\\
B&=2(2.0590-0.0327)=4.0526,\\
C&=1.0187+0.0001-0.7965=0.2223 .
\end{aligned}$$

The discriminant is $B^2-4AC=4.184$, and $R_{min}=0.7205$ lies below $R$. Thus

$$t=\frac{-4.0526\pm2.0455}{27.5249}=-0.0729\quad\text{or}\quad-0.2215 .$$

Equation (7) and $a_i=b_iu(r_c)/f_i(r_c)$ give:

| | larger root | smaller root |
|---|---:|---:|
| $b_1,b_2,b_3$ | 0.8429, 0.2300, −0.0729 | 0.5459, 0.6756, −0.2215 |
| $a_1,a_2,a_3$ (bohr$^{-3/2}$) | 0.5579, −0.4218, −0.2213 | 0.3613, −1.2391, −0.6723 |

### (d) Can the solutions be inverted?

For $l=0$, solving the radial equation for the potential gives

$$V_{ps}(r)=\varepsilon+\frac{u_{ps}''(r)}{2u_{ps}(r)}. \tag{9}$$

This has a pole wherever $u_{ps}=0$ at $r>0$ but $u_{ps}''\ne0$.

Since $rj_0(qr)\to r$ at the origin, $u_{ps}'(0)=\sum_i a_i$. For the larger root,

$$u_{ps}'(0)=0.5579-0.4218-0.2213=-0.0852 .$$

The pseudo-orbital starts out negative but is positive at $r_c$, so it must cross zero. The crossing is at $r=0.301$ bohr, where $u_{ps}''=1.46$ bohr$^{-5/2}$. The smaller root has initial slope $-1.550$ and a node at $0.901$ bohr, where $u_{ps}''=0.598$ bohr$^{-5/2}$.

Neither root gives a regular local pseudopotential. All the matching conditions are met; they simply do not include absence of nodes. A fourth matched function adds a free parameter, which can be spent on fixing $u_{ps}'(0)$ at a positive value. At this radius that removes the node: with $u_{ps}'(0)=0.3$ bohr$^{-3/2}$, one of the two roots is nodeless and has $V_{ps}(0)=-1.9$ hartree.

## Variation 1: How much norm is needed?

*Find the norm ratio at which the initial slope of the larger root changes sign, and see how it compares with $R$ as $r_c$ grows.*

Let $s_i=1/f_i(r_c)$. Equation (7) gives

$$\frac{u_{ps}'(0)}{u(r_c)}=\sum_i b_is_i=(1-\beta)s_1+\beta s_2+Dt,\qquad D=(\gamma-1)s_1-\gamma s_2+s_3 .$$

At $1.9$ bohr, $s_i=0.9052,\,-2.5085,\,4.1507$ bohr$^{-1}$, so $D>0$. The slope vanishes at

$$t_0=-\frac{(1-\beta)s_1+\beta s_2}{D}=-0.0643 .$$

The corresponding norm ratio is $R_0=At_0^2+Bt_0+C+R=0.8152$ bohr.

Here $t_0$ lies to the right of the parabola's minimum, $-B/(2A)=-0.147$. On that side the norm increases with $t$, so the larger root has positive initial slope if and only if $R>R_0$. The smaller root lies left of the minimum, has negative initial slope and must have a node. The actual $R=0.7965$ falls short of $R_0$ by about 2.3% of $R_0$.

The same ordering, $D>0$ and $t_0>-B/(2A)$, was tested at every radius below:

| $r_c$ (bohr) | $R$ (bohr) | $R_0$ (bohr) | nodes, larger root |
|---:|---:|---:|---:|
| 1.9 | 0.7965 | 0.8152 | 1 |
| 2.1 | 1.0720 | 1.0711 | 0 |
| 2.3 | 1.4368 | 1.3734 | 0 |
| 2.5 | 1.9206 | 1.7281 | 0 |
| 2.9 | 3.4243 | 2.6237 | 0 |

A positive slope by itself excludes an odd number of nodes; the counts show that there are none in the rows with $R>R_0$. The crossing $R=R_0$ lies at 2.095 bohr. The row at 2.1 bohr is so close to it that it depends on the functional: with PBE the crossing moves to 2.114 bohr and the larger root at 2.1 bohr has a node. The difference $R-R_0$ is also not monotonic in $r_c$. The node is present at 1.8 bohr, but at 1.6 and 1.4 bohr the larger root is again nodeless; at 1.4 bohr $R=0.3790$ and $R_0=0.3413$. Being just above the threshold is not comfortable. Expanding (9) at the origin gives

$$V_{ps}(0)=\varepsilon-\frac{\sum_i a_iq_i^2}{2\sum_i a_i},$$

which diverges as $\sum_i a_i\to0$ unless the numerator also vanishes. For the larger root it is about 880 hartree at 2.1 bohr, 33 at 2.2, 13.5 at 2.3 and 4.2 at 2.5, so absence of a node does not by itself give a usable potential.

## Variation 2: A radius where inversion works

*Repeat the construction at $r_c=2.9$ bohr, and find what norm matching implies for energies near $\varepsilon$.*

Now $L=-0.5781$ bohr$^{-1}$ and $k^2=-0.1074$ bohr$^{-2}$. The negative $k^2$ means that $r_c$ lies in the classically forbidden region, but the derivation never required $k^2>0$. The wavevectors are $0.7648$, $1.7358$ and $2.7790$ bohr$^{-1}$. The larger root has

$$b_1=1.1092,\qquad b_2=-0.0185,\qquad t=-0.0907 .$$

It is nodeless. Equation (9) gives $V_{ps}=0.355$ hartree near the origin, $-0.592$ at 1 bohr, $-0.837$ at 2 bohr and $-0.344$ at $r_c$, where it joins $V$ in value but not in slope. For $l=0$, $f_i'''=-q_i^2f_i'$ and $f_i'=Lf_i$ at $r_c$, so $u_{ps}'''=-k^2Lu_{ps}$ there and (9) gives $V_{ps}'(r_c)=0$, whereas $V'(r_c)=0.25$ hartree/bohr; the potential has a kink. The region in which the orbital is altered is also large: 2.9 bohr exceeds half the bond length of crystalline silicon, about 2.22 bohr, so neighbouring core spheres would overlap.

For the energy dependence, let $u(r,E)$ be the regular solution at energy $E$ and $h=\partial u/\partial E$. Differentiating the radial equation gives $h''=[l(l+1)/r^2+2(V-E)]h-2u$. The steps leading to (2) then give

$$\frac{dL}{dE}\bigg|_{\varepsilon}=-\frac{2}{u(r_c)^2}\int_0^{r_c}u^2\,dr=-2R .$$

The same formula holds with $V_{ps}$ and $u_{ps}$. Equal values and norms therefore make the two logarithmic derivatives agree to first order in $E-\varepsilon$. Outward integration at energies slightly above and below $\varepsilon$ gives $-6.849$ bohr$^{-1}$ hartree$^{-1}$ in both potentials, against $-2R=-6.849$. The numerical check also tests the overlaps, the matching conditions and the node criterion.

## Computed values

```
Z = 14; LDA total energy of Si atom = -288.1984 hartree
Virial residual = 1.6e-08 hartree
3s energy eps = -0.39814 hartree = -10.834 eV
3p energy = -0.15329 hartree
--- Matching radius rc = 1.9 bohr ---
u(rc) = 0.731132 bohr^-1/2; L = -0.120762 bohr^-1
V(rc) = -0.831637 hartree; k2 = 0.866997 bohr^-2
Norm inside rc = 0.425773; R = 0.796502 bohr
q1 = 0.897156 bohr^-1; q1^2 = 0.804889 bohr^-2; N1 = 1.042230 bohr
q2 = 2.505552 bohr^-1; q2^2 = 6.277792 bohr^-2; N2 = 0.961825 bohr
q3 = 4.148989 bohr^-1; q3^2 = 17.214112 bohr^-2; N3 = 0.954312 bohr
Largest off-diagonal scaled overlap = 8.8e-16 bohr
beta = 0.011348; gamma = 2.998267 (dimensionless)
A = 13.762436; B = 4.052586; C = 0.222332 bohr
Discriminant B^2-4AC = 4.184160 bohr^2
Smallest reachable R_min = 0.720495 bohr
s1, s2, s3 = 0.905247, -2.508461, 4.150746 bohr^-1
Zero initial slope: t0 = -0.064278; R0 = 0.815204 bohr
Root (larger) t = -0.072918
  b1, b2, b3 = 0.842942, 0.229976, -0.072918
  coefficients of r*j0(q_i r) = 0.557905, -0.421780, -0.221288 bohr^-3/2
  initial slope u_ps'(0) = -0.085163 bohr^-3/2
  nodes at r = 0.3007 bohr
  u_ps'' at first node = 1.46028 bohr^-5/2
Root (smaller) t = -0.221549
  b1, b2, b3 = 0.545938, 0.675611, -0.221549
  coefficients of r*j0(q_i r) = 0.361332, -1.239081, -0.672344 bohr^-3/2
  initial slope u_ps'(0) = -1.550093 bohr^-3/2
  nodes at r = 0.9011 bohr
  u_ps'' at first node = 0.59777 bohr^-5/2
--- Scan of the matching radius ---
rc = 1.9 bohr: R = 0.7965, R0 = 0.8152 bohr; nodes (larger, smaller root) = 1, 1
rc = 2.1 bohr: R = 1.0720, R0 = 1.0711 bohr; nodes (larger, smaller root) = 0, 1
rc = 2.3 bohr: R = 1.4368, R0 = 1.3734 bohr; nodes (larger, smaller root) = 0, 1
rc = 2.5 bohr: R = 1.9206, R0 = 1.7281 bohr; nodes (larger, smaller root) = 0, 1
rc = 2.7 bohr: R = 2.5643, R0 = 2.1423 bohr; nodes (larger, smaller root) = 0, 1
rc = 2.9 bohr: R = 3.4243, R0 = 2.6237 bohr; nodes (larger, smaller root) = 0, 1
--- Nodeless root at rc = 2.9 bohr ---
L = -0.578072 bohr^-1; k2 = -0.107385 bohr^-2
q1, q2, q3 = 0.764831, 1.735815, 2.778990 bohr^-1
t = -0.090712; b1 = 1.109189; b2 = -0.018477
r = 0.00001 bohr: u_ps = 0.000004, u = 0.000077 bohr^-1/2; V_ps = 0.35486 hartree
r = 1.00000 bohr: u_ps = 0.464980, u = 0.361141 bohr^-1/2; V_ps = -0.59161 hartree
r = 2.00000 bohr: u_ps = 0.707638, u = 0.719352 bohr^-1/2; V_ps = -0.83717 hartree
r = 2.90000 bohr: u_ps = 0.489940, u = 0.489940 bohr^-1/2; V_ps = -0.34445 hartree
dL/dE all-electron = -6.84926 bohr^-1 hartree^-1
dL/dE pseudo = -6.84931 bohr^-1 hartree^-1
-2R = -6.84852 (same, atomic units)
```
